# Coulomb Repulsion of Two Dirac 1s Electrons

## Problem

Two electrons move in the field of a point nucleus of charge $Z$. Each is described by the one-electron Dirac Hamiltonian, and together they fill the two degenerate 1s states. Treat the Coulomb repulsion $1/r_{12}$ to first order.

1. Find its expectation value $J$ in closed form, as a function of $Z$ and $\gamma=\sqrt{1-(Z\alpha)^2}$.
2. Recover the nonrelativistic value $5Z/8$.
3. Evaluate $J$ for the two-electron mercury ion, $Z=80$.

Hartree atomic units are used, so the speed of light is $c=1/\alpha$, where $\alpha$ is the fine-structure constant. We take $0<Z\alpha<1$, which makes $\gamma$ real and places it between 0 and 1.

## A tempting solution, which is wrong

The Dirac 1s energy, rest energy included, is

$$E=\gamma c^2=c^2\sqrt{1-Z^2/c^2}.$$

The nuclear charge enters the Hamiltonian through the term $-Z/r$ alone. By the Hellmann–Feynman theorem, the derivative of the energy with respect to $Z$ is the expectation value of the derivative of the Hamiltonian, $-\langle 1/r\rangle$. Therefore

$$\left\langle\frac1r\right\rangle=-\frac{dE}{dZ}=-c^2\,\frac{1}{2\gamma}\left(-\frac{2Z}{c^2}\right)=\frac{Z}{\gamma}.$$

For the Schrödinger 1s orbital, $\langle 1/r\rangle=Z$, and the repulsion is $5Z/8$. In that case the repulsion is five eighths of $\langle 1/r\rangle$. Relativity contracts the orbital and raises inverse distances by the factor $1/\gamma$. The repulsion is also an average inverse distance, so it should rise by the same factor:

$$J_{\text{wrong}}=\frac58\left\langle\frac1r\right\rangle=\frac{5Z}{8\gamma}.$$

This expression has the correct limit $5Z/8$ when $\gamma\to1$, and it increases with relativity, as a contraction suggests. For $Z=80$, where $Z/\gamma=98.534$, it gives $61.58$ hartree.

## Where the argument fails

The value $\langle1/r\rangle=Z/\gamma$ is correct. The fault lies in carrying over the factor $5/8$.

Let $D(r)$ be the radial probability density of one electron, normalized by $\int_0^\infty D\,dr=1$. Suppose that relativity merely shrank all lengths by a factor $\lambda$, replacing $D(r)$ by $\lambda D(\lambda r)$. Then every average inverse distance would be multiplied by $\lambda$, and the ratio of the repulsion to $\langle1/r\rangle$ would stay at $5/8$. The argument thus assumes that the Dirac density is a rescaled Schrödinger density. To test the assumption we need the orbital.

### The orbital

The one-electron Hamiltonian is

$$H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2-\frac Zr,$$

with the standard matrices: $\beta$ is $+1$ on the upper two components and $-1$ on the lower two, and $\boldsymbol\alpha$ couples the two pairs through the Pauli matrices $\boldsymbol\sigma$. Let $\chi_m$ be the constant two-component spinor with spin projection $m=\pm\tfrac12$, and try

$$\psi_m=\begin{pmatrix}u(r)\,\chi_m\\ i\,b\,u(r)\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi_m\end{pmatrix},\qquad u(r)=N r^{\gamma-1}e^{-Zr},$$

with a real constant $b$ to be found. Two derivatives are required. Since $\mathbf p=-i\nabla$ and $\nabla u=u'\hat{\mathbf r}$,

$$\boldsymbol\sigma\cdot\mathbf p\,(u\chi_m)=-i\,u'\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi_m .$$

For the lower pair, the product rule $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ produces a divergence and a curl of the vector field $u\hat{\mathbf r}$. The curl of a radial field of this kind is zero, and its divergence is $u'+2u/r$, so

$$\boldsymbol\sigma\cdot\mathbf p\,(u\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi_m)=-i\left(u'+\frac{2u}{r}\right)\chi_m .$$

The upper half of $H\psi=E\psi$ contains the factor $(-i)(i b)=b$ and becomes

$$cb\left(u'+\frac{2u}{r}\right)=\left(E-c^2+\frac Zr\right)u .$$

The lower half, after the common factor $i\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi_m$ is removed, becomes

$$-c\,u'=b\left(E+c^2+\frac Zr\right)u .$$

Now insert $u'=\left[(\gamma-1)/r-Z\right]u$ and divide by $u$:

$$cb\left(\frac{\gamma+1}{r}-Z\right)=E-c^2+\frac Zr,$$

$$c\left(\frac{1-\gamma}{r}+Z\right)=b\left(E+c^2+\frac Zr\right).$$

Each equation must hold at every $r$, so its $1/r$ terms and its constant terms must match separately. This gives four conditions:

- The $1/r$ terms of the first equation give $b=Z/[c(1+\gamma)]$.
- The $1/r$ terms of the second give $b=c(1-\gamma)/Z$. The two values agree because $(1-\gamma)(1+\gamma)=1-\gamma^2=Z^2/c^2$.
- The constant terms of the first give $E=c^2-cbZ=c^2-c^2(1-\gamma)=\gamma c^2$.
- The constant terms of the second require $cZ=b(E+c^2)$. The right side is $b\,c^2(1+\gamma)=cZ$, so this holds too.

The trial function is therefore an eigenstate with the energy used above. For $c\to\infty$ at fixed $Z$ we have $\gamma\to1$ and $b\to0$, and it becomes the Schrödinger 1s orbital times a spinor.

### The density is not a rescaled one

Because $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$, the lower components contribute $b^2u^2$ to the density, and $\psi_m^\dagger\psi_m=(1+b^2)u^2$. This is spherical. Multiplied by $4\pi r^2$, it has the form $D(r)=C r^{2\gamma}e^{-2Zr}$. The normalization integral is

$$C\int_0^\infty r^{2\gamma}e^{-2Zr}\,dr=C\,\frac{\Gamma(2\gamma+1)}{(2Z)^{2\gamma+1}}=1,$$

and hence

$$D(r)=\frac{(2Z)^{2\gamma+1}}{\Gamma(2\gamma+1)}\,r^{2\gamma}e^{-2Zr}.$$

The Schrödinger density is the case $\gamma=1$, proportional to $r^2e^{-2Zr}$. Rescaling the length in it changes the exponent $2Z$ but leaves the power $r^2$. The Dirac density does the opposite: the exponent $2Z$ is unchanged and the power drops to $2\gamma$. No rescaling turns one into the other.

Two averages make the difference visible. The first confirms the Hellmann–Feynman value:

$$\left\langle\frac1r\right\rangle=2Z\,\frac{\Gamma(2\gamma)}{\Gamma(2\gamma+1)}=\frac{2Z}{2\gamma}=\frac Z\gamma .$$

The second is the mean radius:

$$\langle r\rangle=\frac{1}{2Z}\,\frac{\Gamma(2\gamma+2)}{\Gamma(2\gamma+1)}=\frac{2\gamma+1}{2Z}.$$

Relative to the nonrelativistic value $3/(2Z)$, the mean radius is multiplied by $(2\gamma+1)/3$. A uniform contraction that raised $\langle1/r\rangle$ by $1/\gamma$ would multiply it by $\gamma$. For $Z=80$ these factors are $0.875$ and $0.812$. The region near the nucleus gains more weight than a uniform contraction with the same mean radius would give it, and the ratio of the repulsion to $\langle1/r\rangle$ has to be calculated afresh.

## The right solution

### From the determinant to one integral

Two electrons in two states form a single Slater determinant,

$$\Phi=\frac{1}{\sqrt2}\left[\psi_+(1)\psi_-(2)-\psi_-(1)\psi_+(2)\right],$$

where the signs denote $m=\pm\frac12$. Since there is one such state, the degeneracy of the orbitals causes no difficulty in first order. The expectation value of $1/r_{12}$ consists of four terms. The two squares are equal by exchange of the labels 1 and 2, and so are the two cross terms. With the prefactor $\frac12$ this leaves $J-K$, where

$$J=\iint\frac{\psi_+^\dagger\psi_+(\mathbf r_1)\;\psi_-^\dagger\psi_-(\mathbf r_2)}{r_{12}}\,d^3r_1\,d^3r_2,$$

$$K=\iint\frac{\psi_+^\dagger\psi_-(\mathbf r_1)\;\psi_-^\dagger\psi_+(\mathbf r_2)}{r_{12}}\,d^3r_1\,d^3r_2 .$$

In the Schrödinger case $K$ vanishes because the spins are orthogonal. Here the lower components mix the two spin directions, so the point needs a check. The overlap density is

$$\psi_+^\dagger\psi_-=u^2\left[\chi_+^\dagger\chi_-+b^2\chi_+^\dagger(\boldsymbol\sigma\cdot\hat{\mathbf r})^2\chi_-\right]=(1+b^2)\,u^2\,\chi_+^\dagger\chi_-=0 .$$

At each point the matrix $\boldsymbol\sigma\cdot\hat{\mathbf r}$ turns both spinors in the same way and keeps them orthogonal. Thus $K=0$, and the requested expectation value is $J$ alone. This holds for the Coulomb interaction, which couples charge densities. The magnetic interaction between the electrons involves current densities and is not part of this calculation.

### Angular integration

Both densities are spherical and equal. We may therefore average $1/r_{12}$ over the direction of $\mathbf r_2$ at fixed $\mathbf r_1$. With $w$ the cosine of the angle between them,

$$\frac12\int_{-1}^{1}\frac{dw}{\sqrt{r_1^2+r_2^2-2r_1r_2w}}=\frac{(r_1+r_2)-|r_1-r_2|}{2r_1r_2}=\frac{1}{r_>},$$

where $r_>$ is the larger of the two radii and $r_<$ the smaller. The last step uses $r_1+r_2-|r_1-r_2|=2r_<$ and $r_1r_2=r_<r_>$. Hence

$$J=\int_0^\infty\!\!\int_0^\infty\frac{D(r_1)D(r_2)}{r_>}\,dr_1\,dr_2 .$$

The regions $r_1>r_2$ and $r_2>r_1$ contribute equally, so we keep one and double it:

$$J=2\int_0^\infty dr\,\frac{D(r)}{r}\int_0^r D(r')\,dr' .$$

### Radial integration

Put $x=2Zr$. Then $D(r)\,dr=x^{2\gamma}e^{-x}dx/\Gamma(2\gamma+1)$ and $1/r=2Z/x$. Define the lower incomplete gamma function

$$g(s,x)=\int_0^x t^{s-1}e^{-t}\,dt .$$

The repulsion becomes

$$J=\frac{4Z}{\Gamma(2\gamma+1)^2}\,I,\qquad I=\int_0^\infty x^{2\gamma-1}e^{-x}\,g(2\gamma+1,x)\,dx .$$

The factor in front of $g$ is the derivative of $g(2\gamma,x)$, not of $g(2\gamma+1,x)$. It therefore helps to lower the first argument by one. Integration by parts gives

$$g(2\gamma+1,x)=\int_0^x t^{2\gamma}e^{-t}\,dt=-x^{2\gamma}e^{-x}+2\gamma\,g(2\gamma,x),$$

where the boundary term at $t=0$ vanishes because $\gamma>0$. This splits $I$ into two parts. In the first the integrand is a total derivative:

$$2\gamma\int_0^\infty \frac{dg(2\gamma,x)}{dx}\,g(2\gamma,x)\,dx=2\gamma\cdot\frac{\Gamma(2\gamma)^2}{2}=\gamma\,\Gamma(2\gamma)^2 .$$

The second is an ordinary gamma integral, in which the substitution $y=2x$ supplies the power of two:

$$-\int_0^\infty x^{4\gamma-1}e^{-2x}\,dx=-\frac{\Gamma(4\gamma)}{2^{4\gamma}} .$$

Now use $\Gamma(s+1)=s\,\Gamma(s)$ in the forms $\Gamma(2\gamma)=\Gamma(2\gamma+1)/(2\gamma)$ and $\Gamma(4\gamma)=\Gamma(4\gamma+1)/(4\gamma)$:

$$I=\frac{1}{4\gamma}\left[\Gamma(2\gamma+1)^2-\frac{\Gamma(4\gamma+1)}{2^{4\gamma}}\right].$$

Multiplication by $4Z/\Gamma(2\gamma+1)^2$ gives the answer to the first question:

$$\boxed{J=\frac Z\gamma\,(1-h),\qquad h=\frac{\Gamma(4\gamma+1)}{2^{4\gamma}\,\Gamma(2\gamma+1)^2}}$$

The numerical check evaluates the double radial integral for $J$ by quadrature, with the density taken from explicit four-component spinors, and agrees with this formula.

### The nonrelativistic limit

For $c\to\infty$ at fixed $Z$, $\gamma\to1$. Then $\Gamma(5)=24$, $\Gamma(3)=2$ and $2^4=16$, so

$$h=\frac{24}{16\cdot4}=\frac38,\qquad J=Z\left(1-\frac38\right)=\frac{5Z}{8}.$$

## What replaces the factor 5/8

The prefactor $Z/\gamma$ is $\langle1/r\rangle$, so $1-h$ is the ratio that the tempting solution held fixed at $5/8$. Its dependence on $\gamma$ follows from the duplication formula of the gamma function,

$$\Gamma(2z)=\frac{2^{2z-1}}{\sqrt\pi}\,\Gamma(z)\,\Gamma\!\left(z+\tfrac12\right).$$

With $z=2\gamma+\frac12$ it gives

$$h=\frac{\Gamma(2\gamma+\frac12)}{\sqrt\pi\,\Gamma(2\gamma+1)},\qquad \frac{d\ln h}{d\gamma}=2\left[\psi(2\gamma+\tfrac12)-\psi(2\gamma+1)\right]<0 .$$

Here $\psi$ without a subscript is the digamma function, the derivative of $\ln\Gamma$. It increases for positive argument, which fixes the sign. As $\gamma$ falls below 1, $h$ rises above $3/8$ and the ratio $1-h$ falls below $5/8$. The tempting formula therefore overestimates $J$ for every $Z$ in the range $0<Z\alpha<1$.

The direction of the error has a simple meaning. The average of $1/r$ receives a large contribution whenever one electron is close to the nucleus. The average of $1/r_>$ does so when both are close. Suppose a small fraction $f$ of the density is moved to a small radius $a$. The first average gains about $f/a$, which is large when $a$ is small. To first order in $f$ the second gains at most $2f\langle1/r\rangle$, because the potential of the other electron's cloud never exceeds its value $\langle1/r\rangle$ at the nucleus. If $a$ is small enough, a small shift of this kind therefore raises the first average by a larger factor than the second. The picture does not cover every inward shift, since a uniform contraction raises both averages by the same factor. For the Dirac density the sign is fixed by the derivative of $h$ above.

### Small $Z\alpha$

The two formulas already differ in the first relativistic correction. Differentiating the logarithm of $h$ in its original form at $\gamma=1$ gives

$$\frac{h'(1)}{h(1)}=4\psi(5)-4\ln2-4\psi(3)=4\left(\frac13+\frac14\right)-4\ln2=\frac73-4\ln2,$$

where $\psi(s+1)=\psi(s)+1/s$ was used twice. Since $h(1)=\frac38$, we have $h'(1)=\frac78-\frac32\ln2$, and

$$\frac{d}{d\gamma}\left(\frac{1-h}{\gamma}\right)_{\gamma=1}=-h'(1)-\left[1-h(1)\right]=-\frac78+\frac32\ln2-\frac58=-\frac32(1-\ln2).$$

With $\gamma-1=-\frac12(Z\alpha)^2+O((Z\alpha)^4)$ the result is

$$J=Z\left[\frac58+\frac34(1-\ln2)(Z\alpha)^2+O\!\left((Z\alpha)^4\right)\right].$$

The coefficient of $(Z\alpha)^2$ is $0.2301$. It covers the Coulomb term alone; the magnetic interaction, left out here, enters at the same order and adds $\frac14(Z\alpha)^2$ inside the bracket. Expanding $5/(8\gamma)$ gives $5/16=0.3125$ instead. Agreement at $\gamma=1$ could not reveal this error, because there the two densities coincide.

### The end of the range

As $Z\alpha\to1$, $\gamma\to0$ and the tempting formula diverges. The correct one does not. At $\gamma=0$ we have $h=1$, and the logarithmic derivative in its original form is $4\psi(1)-4\ln2-4\psi(1)=-4\ln2$. Therefore $1-h\approx4\gamma\ln2$, and

$$\frac JZ\to4\ln2\approx2.773 .$$

In this limit $D(r)\to2Ze^{-2Zr}$, which does not vanish at the origin, so $\int D(r)\,dr/r$ diverges logarithmically. The probability that both electrons lie within a small radius $r$ is proportional to $r^2$. The probability density of $r_>$ is then proportional to $r$, and the average of $1/r_>$ stays finite. This limit belongs to the point-nucleus model: a real nucleus has a finite size and changes the density where the argument needs it.

## The two-electron mercury ion

For $Z=80$, $Z\alpha=0.583788$ and

$$\gamma=\sqrt{1-0.583788^2}=0.811906 .$$

The gamma functions are $\Gamma(4\gamma+1)=8.25906$ and $\Gamma(2\gamma+1)=1.45561$, and $2^{4\gamma}=9.49800$. This gives

$$h=\frac{8.25906}{9.49800\times1.45561^2}=0.41040,\qquad 1-h=0.58960 .$$

With $Z/\gamma=98.534$ the repulsion is

$$J=98.534\times0.58960=58.10\ \text{hartree}\approx1581\ \text{eV}.$$

The nonrelativistic value is $5Z/8=50.00$ hartree, so relativity raises the Coulomb repulsion by 16.2 percent of that value. The increase is the product of two opposing factors. The average $\langle1/r\rangle$ grows by $1/\gamma=1.232$, while the ratio $1-h$ shrinks by $0.58960/0.625=0.943$. The tempting formula omits the second factor, and its $61.58$ hartree lies 6.0 percent above the correct $J$.

The same comparison for other charges, in hartree, is:

| $Z$ | $J$ | to order $(Z\alpha)^2$ | $5Z/(8\gamma)$ | $5Z/8$ |
|---|---|---|---|---|
| 10 | 6.262 | 6.262 | 6.267 | 6.250 |
| 30 | 19.09 | 19.08 | 19.22 | 18.75 |
| 50 | 32.93 | 32.78 | 33.56 | 31.25 |
| 80 | 58.10 | 56.27 | 61.58 | 50.00 |

The first correction is adequate at $Z=30$ but misses 1.8 hartree at $Z=80$, where $(Z\alpha)^2=0.34$ is no longer small.

The one-electron energy without rest energy is $(\gamma-1)c^2=-3532.2$ hartree. The first-order energy of the ion is therefore

$$2(\gamma-1)c^2+J=-7064.4+58.1=-7006.3\ \text{hartree}.$$

This is the energy of a model. It leaves out the magnetic and retarded parts of the electron–electron interaction, quantum-electrodynamic corrections, the size and motion of the nucleus, and all effects of the repulsion beyond first order, including the adjustment of the orbitals to each other. Two of these omissions exceed the digits shown. The magnetic interaction adds about $7.7$ hartree at $Z=80$, nearly as much as the $8.1$ hartree by which relativity raises $J$. A uniformly charged nucleus with an rms radius of $5.46$ fm lowers $J$ by $0.04$ hartree, to $58.05$ hartree (about $1580$ eV), and raises the first-order energy by about $4$ hartree.

## Numbers as computed

```
speed of light c = 137.035999 a.u.
hartree in eV = 27.211386 eV
Worked example: two-electron mercury ion, Z = 80
Z alpha = 0.583788 (no unit)
gamma = 0.811906 (no unit)
small-component factor b = 0.322196 (no unit)
Gamma(4 gamma + 1) = 8.259055 (no unit)
Gamma(2 gamma + 1) = 1.455614 (no unit)
2^(4 gamma) = 9.498001 (no unit)
h = 0.410398 (no unit)
bracket 1 - h = 0.589602 (no unit)
<1/r> = Z/gamma = 98.53358 1/bohr
J closed form = 58.09556 hartree
J spinor quadrature = 58.09556 hartree
J closed form = 1580.86 eV
5Z/8 = 50.00000 hartree
J - 5Z/8 = 8.09556 hartree
relative increase over 5Z/8 = 16.19 percent
one-electron energy (gamma-1)c^2 = -3532.1921 hartree
first-order total energy = -7006.2886 hartree
Table: Z, gamma, 1-h, J/Z, J, J quadrature, 5Z/8, J with first correction
(Z, gamma, 1-h: no unit; all others: hartree)
  2 0.999893 0.624982 0.625049 1.25010 1.25010 1.25000 1.25010
 10 0.997334 0.624560 0.626230 6.26230 6.26230 6.25000 6.26226
 30 0.975743 0.620940 0.636377 19.09130 19.09130 18.75000 19.08089
 50 0.931059 0.613105 0.658503 32.92513 32.92513 31.25000 32.78191
 80 0.811906 0.589602 0.726195 58.09556 58.09556 50.00000 56.27469
correction coefficient (3/4)(1-ln 2) = 0.230140 (no unit)
same coefficient from quadrature = 0.230139 (no unit)
nonrelativistic J/Z, exact integral = 5/8 hartree
J for Z = 2 with c = 100000 a.u. = 1.25000000 hartree
J/Z for gamma -> 0 = 2.772589 hartree
Dirac equation, largest scaled residual = 8.6e-11 (no unit)
largest overlap density / density = 0.0e+00 (no unit)
```
